# Kotani moments of octahedral t2g ions from an effective p shell, part 2

How does the magnetic moment of an octahedral ion with $n$ d electrons depend on temperature? All electrons occupy the $t_{2g}$ orbitals $yz$, $zx$, $xy$, which lie $\Delta$ below $e_g$. The spin-orbit energy is $\zeta\sum_i\boldsymbol{\ell}_i\cdot\mathbf s_i$, with $\zeta>0$, angular momenta in units of $\hbar$ and $\ell_z=-i(x\partial_y-y\partial_x)$. Let $P$ project on $t_{2g}$. If $yz$, $zx$, $xy$ correspond to the p functions $x$, $y$, $z$, then $P\boldsymbol{\ell}P=-\mathbf l$, with $l=1$.

With $\mathbf L=\sum_i\mathbf l_i$ and total spin $\mathbf S$, let $\mathbf J=\mathbf L+\mathbf S$ and $\mathbf M=-\mathbf L+2\mathbf S$. The field energy is $\mu_B\mathbf B\cdot\mathbf M$. The exchange energy is $J_H=3B_R+C_R$, with Racah parameters $B_R$, $C_R$. For $\zeta\ll J_H\ll\Delta$ only the term of greatest spin is kept: $L=1$, with $S=1/2$ for $n=1,5$ and $S=1$ for $n=2,4$. Its spin-orbit energy is $\lambda\,\mathbf L\cdot\mathbf S$, with $\lambda=\zeta/2$ for $n=4$. The levels are

$$
\begin{aligned}
n=1:&\quad E_{3/2}=-\tfrac12\zeta,\quad E_{1/2}=\zeta,\\
n=2:&\quad E_2=-\tfrac12\zeta,\quad E_1=\tfrac12\zeta,\quad E_0=\zeta,\\
n=4:&\quad E_0=-\zeta,\quad E_1=-\tfrac12\zeta,\quad E_2=\tfrac12\zeta,\\
n=5:&\quad E_{1/2}=-\zeta,\quad E_{3/2}=\tfrac12\zeta .
\end{aligned}
\tag{10}
$$

Within a level $\mathbf M\to g_J\mathbf J$ and $\mathbf L\to a_J\mathbf J$, where

$$
S=\tfrac12:\ g_{3/2}=0,\ g_{1/2}=-2;\qquad
S=1:\ g_1=g_2=\tfrac12 .
\tag{13}
$$

$$
a_J=\frac{J(J+1)+2-S(S+1)}{2J(J+1)} .
\tag{16}
$$

Between levels the summed squares of $M_z$ are

$$
9W_{\frac12\frac32}=4,\qquad 9W_{01}=6,\qquad 9W_{12}=\tfrac{15}{2}.
\tag{18}
$$

For a field along $z$, with $h=\mu_BB$ and $J_z=m$,

$$
E_{Jm}(h)=E_J+g_Jm\,h+\epsilon_{Jm}h^2,\qquad
\epsilon_{Jm}=-\sum_{J'\ne J}\frac{|\langle J'm|M_z|Jm\rangle|^2}{E_{J'}-E_J}.
\tag{19}
$$

With $m$ now the mean moment of one ion along the field, the susceptibility and effective moment are defined by

$$
\chi=\left.\frac{\partial m}{\partial B}\right|_{B=0},\qquad
\mu_{\rm eff}^2=\frac{3k_BT\chi}{\mu_B^2}.
\tag{2}
$$

With $\beta=1/k_BT$ and $Z$ the zero-field partition function, the result is

$$
\mu_{\rm eff}^2=\frac1Z\left[\sum_JC_Je^{-\beta E_J}
+6k_BT\sum_{E_J<E_{J'}}9W_{JJ'}\frac{e^{-\beta E_J}-e^{-\beta E_{J'}}}{E_{J'}-E_J}\right],
\tag{22}
$$

where $C_{3/2}=0$, $C_{1/2}=6$ for $S=1/2$, and $C_0=0$, $C_1=3/2$, $C_2=15/2$ for $S=1$. The second sum is the Van Vleck part, due to mixing of levels by the field.

### Closed forms

Let $x=\zeta/k_BT$, and measure energies from the ground level. For $n=1$ the gap is $3\zeta/2$, and the factor of the Van Vleck term is $6\cdot4/(3x/2)=16/x$. Thus

$$
\mu_{\rm eff}^2(d^1)=\frac{6e^{-3x/2}+(16/x)(1-e^{-3x/2})}{4+2e^{-3x/2}}
=\frac{8+(3x-8)e^{-3x/2}}{x(2+e^{-3x/2})}.
\tag{23}
$$

For $n=5$ the two levels are interchanged:

$$
\mu_{\rm eff}^2(d^5)=\frac{6+(16/x)(1-e^{-3x/2})}{2+4e^{-3x/2}}
=\frac{3x+8-8e^{-3x/2}}{x(1+2e^{-3x/2})}.
\tag{24}
$$

For $n=4$ the levels $J=0,1,2$ lie at $0,\ \zeta/2,\ 3\zeta/2$. The pair $(0,1)$ has the factor $6\cdot6/(x/2)=72/x$, and the pair $(1,2)$ has $6\cdot(15/2)/x=45/x$. The sum

$$
\frac{72(1-e^{-x/2})+45(e^{-x/2}-e^{-3x/2})}{x}
=\frac{72-27e^{-x/2}-45e^{-3x/2}}{x}
$$

leads to

$$
\mu_{\rm eff}^2(d^4)=
\frac{\frac32e^{-x/2}+\frac{15}{2}e^{-3x/2}
+\frac1x\left(72-27e^{-x/2}-45e^{-3x/2}\right)}
{1+3e^{-x/2}+5e^{-3x/2}} .
\tag{25}
$$

For $n=2$ the levels $J=2,1,0$ lie at $0,\ \zeta,\ 3\zeta/2$. The same two pair factors now multiply $1-e^{-x}$ for $(2,1)$, with 45, and $e^{-x}-e^{-3x/2}$ for $(1,0)$, with 72:

$$
\mu_{\rm eff}^2(d^2)=
\frac{\frac{15}{2}+\frac32e^{-x}
+\frac1x\left(45+27e^{-x}-72e^{-3x/2}\right)}
{5+3e^{-x}+e^{-3x/2}} .
\tag{26}
$$

For $n=3$ there is no effective orbital momentum, so $\mathbf M=2\mathbf S$ and $\mu_{\rm eff}^2=4\cdot\frac32\cdot\frac52=15$. For $n=6$ the moment is zero.

### Low temperature

When $k_BT\ll\zeta$ the exponentials vanish, and (23) and (25) reduce to

$$
\mu_{\rm eff}^2(d^1)\to\frac4x=\frac{4k_BT}{\zeta},\qquad
\mu_{\rm eff}^2(d^4)\to\frac{72}{x}=\frac{72k_BT}{\zeta}.
\tag{27}
$$

Both moments vanish as $\sqrt T$. Equation (2) turns the same limits into finite susceptibilities:

$$
\chi(d^1)\to\frac{4\mu_B^2}{3\zeta},\qquad
\chi(d^4)\to\frac{24\mu_B^2}{\zeta}.
\tag{28}
$$

A vanishing effective moment thus means that $\chi$ no longer grows as $1/T$. It does not mean that the ion ceases to respond. For comparison, (26) and (24) give $\mu_{\rm eff}^2\to3/2+9/x$ for $d^2$ and $3+8/x$ for $d^5$. Their moments tend to $1.22$ and $1.73$, because their ground levels have nonzero $g_J$.

For $d^2$ this limit belongs to the $t_{2g}$ model. Once $e_g$ is included, the five $J=2$ states split in the cubic field as five d functions do, into a doublet and a triplet. The doublet is the lower, and it has no moment, for the same reason of symmetry that $\boldsymbol\ell$ has no matrix elements within $e_g$. The value $1.22$ is then approached only while $k_BT$ is well above this splitting and well below $\zeta$. At still lower temperature the $d^2$ moment also tends to zero.

Where the ground level is degenerate, the field must be taken to zero before the temperature. In the $d^1$ quartet only the states $m=\pm1/2$ have partners in the doublet. Each receives half of the summed square 4, and (19) gives them the shift $-2h^2/(3\zeta/2)=-4h^2/(3\zeta)$. The states $m=\pm3/2$ are not shifted. Equal population of the quartet, assumed in (28), therefore requires $h^2/\zeta\ll k_BT$.

### High temperature

When $k_BT\gg\zeta$, but still far below $J_H$ and $\Delta$, all states of the term are equally populated. Expansion of (23) gives the numerator $8+(3x-8)(1-3x/2)\approx15x$ and the denominator $3x$, so $\mu_{\rm eff}^2\to5$. This is $4S(S+1)+L(L+1)=3+2$. The orbital and spin contributions add in the square, since $\mathbf L$ and $\mathbf S$ are then uncorrelated. The same value holds for $d^5$, and for $d^2$ and $d^4$ the limit is $8+2=10$.

For $d^4$ the next order is instructive. To first order in $x$ the terms $\frac32e^{-x/2}+\frac{15}2e^{-3x/2}$ become $9-12x$, the terms with $1/x$ become $81-54x$, and the partition function becomes $9-9x$. Therefore

$$
\mu_{\rm eff}^2(d^4)=\frac{90-66x}{9-9x}+O(x^2)=10+\frac{8x}{3}+O(x^2).
\tag{29}
$$

On cooling, the moment first rises above $\sqrt{10}$, and it must pass through a maximum before it vanishes. The rise comes from the correlation of $\mathbf L$ with $\mathbf S$. To first order in $x$, $\mu_{\rm eff}^2$ equals the thermal mean of $\mathbf M^2$. In (22), $k_BT\,(e^{-\beta E_J}-e^{-\beta E_{J'}})/(E_{J'}-E_J)=\tfrac12(e^{-\beta E_J}+e^{-\beta E_{J'}})+O(x^2)$, so the Van Vleck terms and the terms $C_J$ together form $3\langle M_z^2\rangle=\langle\mathbf M^2\rangle$ up to $O(x^2)$. The equality does not hold at low temperature. In $\mathbf M^2=\mathbf L^2+4\mathbf S^2-4\mathbf L\cdot\mathbf S$ the mean of the last term is needed. To first order, $\langle\mathbf L\cdot\mathbf S\rangle=-\beta\lambda\,\overline{(\mathbf L\cdot\mathbf S)^2}$, where the bar is the average over the nine states, $(1\cdot4+3\cdot1+5\cdot1)/9=4/3$. With $\beta\lambda=x/2$ this gives $-4\langle\mathbf L\cdot\mathbf S\rangle=8x/3$, which is the whole first-order term in (29). The coupling favours antiparallel $\mathbf L$ and $\mathbf S$, for which $-\mathbf L$ and $2\mathbf S$ reinforce each other.

### A numerical example

Take $\zeta=0.005$ hartree as a round model value. At $300$ K, $k_BT=9.500\times10^{-4}$ hartree, so $x=5.263$, $e^{-x/2}=0.07197$ and $e^{-3x/2}=3.728\times10^{-4}$. For $d^1$, equation (23) gives

$$
\mu_{\rm eff}^2=\frac{8+(15.789-8)(3.728\times10^{-4})}{5.263\times2.00037}
=0.760,\qquad \mu_{\rm eff}=0.872 .
$$

The low-temperature form $4/x$ also gives $0.760$. For $d^4$ the three parts of the numerator of (25) are $0.108$, $0.003$ and $70.04/5.263=13.308$, and

$$
\mu_{\rm eff}^2=\frac{13.419}{1.2178}=11.02,\qquad \mu_{\rm eff}=3.32 .
$$

Here $72/x=13.68$ is 24% above the full result, because the first excited level, only $\zeta/2$ away, is already populated. Evaluation of (23)–(26) at four temperatures gives these moments in $\mu_B$. They are values of the $t_{2g}$ model with $J_H\gg\zeta$, and admixture of $e_g$ moves most of them by more than the digits shown. For $\Delta=0.1$ hartree, $J_H=0.02$ hartree and $C_R=4B_R$, diagonalization in all five d orbitals gives $0.26$, $0.24$, $3.59$, $0.38$, $2.0$ at $5$ K and $0.88$, $1.42$, $3.62$, $2.85$, $2.38$ at $300$ K for $d^1$ to $d^5$. The $d^2$ doublet then lies about $115$ K below the next level. The model values are:

| $T$ (K) | $d^1$ | $d^2$ | $d^3$ | $d^4$ | $d^5$ |
|---|---|---|---|---|---|
| 5 | 0.11 | 1.24 | 3.87 | 0.48 | 1.74 |
| 50 | 0.36 | 1.34 | 3.87 | 1.51 | 1.80 |
| 300 | 0.87 | 1.79 | 3.87 | 3.32 | 2.13 |
| 1000 | 1.53 | 2.50 | 3.87 | 3.59 | 2.53 |

Numerical maximization of (25) puts the $d^4$ maximum at $k_BT=0.452\,\zeta$, here $714$ K, with $\mu_{\rm eff}=3.62$. This is above the high-temperature value $3.16$, as (29) requires.

In atomic units $\mu_B=1/2$, and (28) gives the zero-temperature magnetizabilities $1/(3\zeta)=66.7$ for $d^1$ and $6/\zeta=1200$ for $d^4$. They equal $5.26\times10^{-27}$ and $9.47\times10^{-26}$ J/T$^2$.

### What the $d^1$ zero depends on

The cancellation presupposes an undistorted octahedron. A tetragonal distortion splits the quartet into two doublets and mixes one of them with the $J=1/2$ level. If $xy$ is lowered by $0.2\,\zeta$, the ground doublet has the moment $0.21$, while if $xy$ is raised it has none. The cancellation in the quartet also needs equal weights of orbital and spin moment. Covalent bonding spreads the $t_{2g}$ orbitals over the ligands and reduces the orbital part by a factor $\kappa$, so that $\mathbf M=-\kappa\mathbf L+g_s\mathbf S$. In the quartet (16) gives $\mathbf L\to\frac23\mathbf J$, hence $\mathbf S\to\frac13\mathbf J$, and

$$
g_{3/2}=\frac{g_s-2\kappa}{3},\qquad
\mu_{\rm eff}(T\to0)=\frac{\sqrt{15}}{6}\,|g_s-2\kappa| .
\tag{30}
$$

For $\kappa=0.9$ and $g_s=2$ the residual moment is $0.129$. For $\kappa=1$ and the free-electron value $g_s=2.00232$ it is $0.0015$.

Admixture of $e_g$ has a similar effect. Let $u=(x^2-y^2)/2$, which is $xy$ turned by $45^\circ$ up to sign and so has the same norm. Let $v$ be the other $e_g$ function, proportional to $2z^2-x^2-y^2$. Differentiation gives $\ell_zu=2i\,xy$, $\ell_zv=0$, $\ell_x\,yz=-i(y^2-z^2)$ and $\ell_y\,zx=-i(z^2-x^2)$. The $u$ components of $y^2-z^2$ and $z^2-x^2$ are both $-1$, so

$$
\langle u|\boldsymbol\ell\cdot\mathbf s=
i\left(-2s_z\langle xy|+s_x\langle yz|+s_y\langle zx|\right).
\tag{31}
$$

First-order mixing adds $-(\zeta/\Delta)Q\,\boldsymbol\ell\cdot\mathbf s|\psi\rangle$ to a state $\psi$, where $Q$ projects on $e_g$. The correction to $M_z$ is therefore $-(\zeta/\Delta)(A+A^\dagger)$, with

$$
A=P\ell_zQ\,\boldsymbol\ell\cdot\mathbf s\,P
=|xy\rangle\left(4s_z\langle xy|-2s_x\langle yz|-2s_y\langle zx|\right).
\tag{32}
$$

In the p-shell picture $A$ is invariant under rotations about $z$, so it is diagonal in $m$ within the quartet. The state $m=3/2$ has no $xy$ component and gives zero. The state $m=1/2$ is

$$
\sqrt{\tfrac23}\,|xy\uparrow\rangle-\sqrt{\tfrac13}\,\frac{|yz\downarrow\rangle+i|zx\downarrow\rangle}{\sqrt2}.
\tag{33}
$$

Its first component contributes $4\cdot\frac12\cdot\frac23=\frac43$ to $\langle A\rangle$. The cross terms contribute $\sqrt{2/3}\sqrt{1/3}\,(1/\sqrt2+1/\sqrt2)=\frac23$. Thus $\langle A\rangle=2$ and $M_z=-4\zeta/\Delta$, with the opposite sign for $m=-1/2$.

The mixing also acts at second order in the energy, and could in principle mix quartet and doublet. It does not. The doublet state with $m=1/2$ is orthogonal to (33) and equals $-\sqrt{1/3}\,|xy\uparrow\rangle-\sqrt{1/3}\,(|yz\downarrow\rangle+i|zx\downarrow\rangle)$. Inserted in (31), it gives $i(\sqrt{1/3}-\sqrt{1/3})=0$ for spin up, and nothing for spin down. Time reversal extends this to $m=-1/2$, and the cubic rotations, which turn $u$ into functions containing $v$, extend it to all of $e_g$. The doublet is thus not coupled to $e_g$.

The three field directions are equivalent, so the average over four states gives $\mu_{\rm eff}^2=3\cdot\frac14\cdot2\cdot16(\zeta/\Delta)^2$, or

$$
\mu_{\rm eff}(T\to0)=\sqrt{24}\,\frac{\zeta}{\Delta}
\tag{34}
$$

to leading order. For $\Delta=0.1$ hartree this is $0.245$. Numerical diagonalization for one electron in all five d orbitals gives $0.233$, so the leading order is 5% too large relative to it.

### What the $d^4$ zero depends on

A nondegenerate state of an even number of electrons is carried into itself by time reversal, which reverses $\mathbf M$. Its mean moment is therefore zero whatever the values of $\kappa$, $g_s$, $\zeta/\Delta$ and $J_H/\zeta$, as long as the ground state remains nondegenerate. What changes is the finite susceptibility. Without Hund exchange the four electrons fill the one-electron quartet. The field mixes it with the empty doublet, $3\zeta/2$ higher, with summed square 4, and

$$
\chi(T\to0)=\mu_B^2\,\frac{2\cdot4}{3\zeta/2}=\frac{16\mu_B^2}{3\zeta}\qquad(J_H=0).
\tag{35}
$$

This is $5.33\,\mu_B^2/\zeta$, against $24\,\mu_B^2/\zeta$ for strong exchange. For $J_H=0.02$ hartree, four times $\zeta$, numerical diagonalization of the fifteen $t_{2g}^4$ states gives $20.1\,\mu_B^2/\zeta$, and the moment at $300$ K is $3.17$ instead of $3.32$. These values still omit $e_g$. With $\Delta=0.1$ hartree and $C_R=4B_R$, all five d orbitals give $14.9\,\mu_B^2/\zeta$ and $2.85$, and the ground state remains nondegenerate. Equation (25) is thus a strong-exchange result within the $t_{2g}$ model, valid for $\zeta\ll J_H\ll\Delta$, while the vanishing of the low-temperature moment does not need that limit.

Numerical values quoted here were computed with a short program.
